**Trace versus adiabatic-connection correlation energies for static BSE kernels**

For $A=\Delta+\lambda V-W(ij|ab)$ and $B=\lambda V-W(ib|ja)$ in spin orbitals, with gaps $\Delta$, Coulomb matrix $V=(ia|jb)$, static interaction $W$ and coupling $\lambda$, the trace energy $E^{\rm Tr}=\tfrac12[\sum\Omega-\mathrm{Tr}A]$ is a coupling integral contracted with $dA/d\lambda$ and $dB/d\lambda$, whereas the adiabatic-connection energy $E^{\rm AC}$ contracts with $V$. The program asserts, for H$_2$ and H$_2$O in STO-3G on Hartree–Fock energies, that diagonalisation agrees with the derivative contraction, that frequency quadrature of the response agrees with the eigenvector form of $E^{\rm AC}$ (two kernels for water), and that $E^{\rm Tr}=E^{\rm AC}$ for direct RPA but not for bare, fixed-screened or rescreened exchange. For the two-level model with gap $d$, $K=(gu|gu)$, $J=(gg|uu)$ and $w=Kd/(d+4K)$, it asserts the closed formulas against the matrices and the low-order coefficients of $D=E^{\rm Tr}-E^{\rm AC}$ symbolically, with $J=w=0$ as their sole common zero. It also asserts the weak-coupling limits $2\times$MP2 and MP2, an accidental zero of $D$ that disappears on rescaling, the mismatch for a coupling-dependent gap, and a complex trace beside a real $E^{\rm AC}$ in stretched H$_2$. The output for H$_2$ at 1.4 bohr shows $-0.020659$ Ha both ways for direct RPA, and $-0.033522$ Ha against $-0.020042$ Ha (fixed) or $-0.018738$ Ha (rescreened) for screened exchange. The screened triplet and singlet instabilities appear at 2.54 and 3.34 bohr.

## Numerical verification

```python
# Result under test. BSE/RPA problem [[A,B],[-B,-A]](X,Y)=Omega(X,Y) at coupling lam:
#   A = gap + lam V - W(ij,ab), B = lam V - W(ib,ja), V=(ia|jb), W static, spin orbitals.
#   E_tr = (sum Omega - Tr A)/2 at lam=1
#   E_ac = -(1/2pi) int dlam int dw Tr V [chi_lam(iw) - chi_0(iw)]
# E_tr is a coupling integral contracted with dM/dlam, M=[[A,B],[B,A]]; E_ac contracts
# with V. They agree identically for W=0 (direct RPA, fixed gap) and differ otherwise.
# Kernels: direct W=0; bare W=lam v; fixed W=lam W(1); rescreened W=W(lam).
# Two-level model: gap d, K=(gu|gu), J=(gg|uu), screened exchange w=K d/(d+4K).
# Hartree atomic units.
import numpy as np
import sympy as sp
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.constants import physical_constants
from pyscf import gto, scf, mp, fci, lib

lib.num_threads(1)
EV = physical_constants['Hartree energy in eV'][0]
MODES = ['direct', 'bare', 'fixed', 'rescreened']
xg, wg = np.polynomial.legendre.leggauss(20)
LAM, WLAM = (xg + 1) / 2, wg / 2
xg, wg = np.polynomial.legendre.leggauss(60)
OM, WOM = 2 * (1 + xg) / (1 - xg), 4 * wg / (1 - xg) ** 2

def to_mo(mol, c):
    return np.einsum('pqrs,pi,qj,rk,sl->ijkl', mol.intor('int2e'), c, c, c, c, optimize=True)

def spin_system(eps, eri, nel):
    s = np.arange(2 * len(eps)) // 2
    spin = np.arange(2 * len(eps)) % 2
    same = (spin[:, None] == spin[None, :]).astype(float)
    g = eri[np.ix_(s, s, s, s)] * same[:, :, None, None] * same[None, None]
    return np.asarray(eps)[s], g, nel

def rhf(atom):
    mol = gto.M(atom=atom, basis='sto-3g', unit='Bohr', verbose=0)
    mf = scf.RHF(mol)
    mf.chkfile = None
    mf.conv_tol = 1e-12
    mf.kernel()
    assert mf.converged
    return mf

def h2(r):
    mol = gto.M(atom=[('H', (0, 0, 0)), ('H', (0, 0, r))], basis='sto-3g', unit='Bohr', verbose=0)
    s = mol.intor('int1e_ovlp')[0, 1]
    c = np.array([[1., 1.], [1., -1.]]) / np.sqrt(2 * np.array([1 + s, 1 - s]))
    h = c.T @ (mol.intor('int1e_kin') + mol.intor('int1e_nuc')) @ c
    g = to_mo(mol, c)
    J, K = g[0, 0, 1, 1], g[0, 1, 0, 1]
    eps = [h[0, 0] + g[0, 0, 0, 0], h[1, 1] + 2 * J - K]
    return spin_system(eps, g, 2), eps[1] - eps[0], J, K

def matrices(sy, lam, mode):
    e, g, no = sy
    n = len(e)
    o, v = slice(0, no), slice(no, n)
    gap = (e[None, v] - e[o, None]).ravel()
    N = len(gap)
    V = g[o, v, o, v].reshape(N, N)
    L = g[:, :, o, v].reshape(n * n, N)
    def screened(l):
        chi = -2 * np.linalg.inv(np.diag(gap) + 2 * l * V)
        return l * g + l * l * (L @ chi @ L.T).reshape(n, n, n, n)
    if mode == 'direct':
        W = 0 * g
    elif mode == 'bare':
        W = lam * g
    elif mode == 'fixed':
        W = lam * screened(1.0)
    else:
        W = screened(lam)
    A = np.diag(gap) + lam * V - W[o, o, v, v].transpose(0, 2, 1, 3).reshape(N, N)
    B = lam * V - W[o, v, o, v].transpose(0, 3, 2, 1).reshape(N, N)
    return A, B, V, gap

def e_trace(sy, mode):
    A, B, _, _ = matrices(sy, 1.0, mode)
    ev = np.linalg.eigvals(np.block([[A, B], [-B, -A]]))
    om2 = np.sort(np.real(ev ** 2))[::2]
    return 0.5 * (np.sum(np.sqrt(om2 + 0j)) - np.trace(A))

def mpow(m, p):
    x, u = np.linalg.eigh(m)
    assert x.min() > 0
    return (u * x ** p) @ u.T

def coupling_integrals(sy, mode):
    # returns (contraction with V, contraction with dM/dlam by complex step)
    ev, em = 0.0, 0.0
    for l, wl in zip(LAM, WLAM):
        A, B, V, _ = matrices(sy, l, mode)
        Ac, Bc, _, _ = matrices(sy, l + 1e-20j, mode)
        dA, dB = Ac.imag / 1e-20, Bc.imag / 1e-20
        r = mpow(A - B, 0.5)
        qp = r @ mpow(r @ (A + B) @ r, -0.5) @ r
        ev += wl * 0.5 * (np.sum(V * qp) - np.trace(V))
        em += wl * 0.5 * (0.5 * np.sum((dA + dB) * qp)
                          + 0.5 * np.sum((dA - dB) * np.linalg.inv(qp)) - np.trace(dA))
    return ev, em

def e_ac_frequency(sy, mode):
    tot = 0.0
    for l, wl in zip(LAM, WLAM):
        A, B, V, gap = matrices(sy, l, mode)
        N = len(gap)
        I = np.eye(N)
        M, rhs = np.block([[A, B], [B, A]]), np.vstack([I, I])
        sz = np.diag(np.r_[np.ones(N), -np.ones(N)])
        for om, wo in zip(OM, WOM):
            chi = -(rhs.T @ np.linalg.solve(M - 1j * om * sz, rhs)).real
            chi0 = -2 * gap / (gap ** 2 + om ** 2)
            tot -= wl * wo * (np.sum(V * chi) - np.diag(V) @ chi0) / (2 * np.pi)
    return tot

def integ(f):
    return quad(f, 0, 1, epsabs=1e-13, epsrel=1e-12)[0]

def model(d, K, J, wfun):
    # closed two-level formulas: singlet trace, triplet trace (x3), adiabatic connection
    half = lambda a, b: 0.5 * (np.sqrt(a * a - b * b + 0j) - a)
    AS, BS = (lambda l: d + l * (2 * K - J)), (lambda l: 2 * l * K - wfun(l))
    ac = K * integ(lambda l: np.sqrt((AS(l) - BS(l)) / (AS(l) + BS(l))) - 1)
    return half(AS(1), BS(1)), 3 * half(d - J, -wfun(1)), ac

def xy(a, b):
    x, u = np.linalg.eig(np.array([[a, b], [-b, -a]]))
    z = u[:, np.argmax(x.real)].real
    return z / np.sqrt(z[0] ** 2 - z[1] ** 2)

def show(label, x, unit='Ha', nd=6):
    print(f'{label} = {x:.{nd}f} {unit}')

# ---- worked example: H2, STO-3G
R = 1.4
sy, d, J, K = h2(R)
mf = rhf([('H', (0, 0, 0)), ('H', (0, 0, R))])
assert abs(mf.mo_energy[1] - mf.mo_energy[0] - d) < 1e-8
w = K * d / (d + 4 * K)
A1, B1, V1, _ = matrices(sy, 1.0, 'fixed')
assert abs(np.abs(B1 - V1).max() - w) < 1e-12          # screened exchange
assert abs((d + V1[0, 0] - A1[0, 0]) - J) < 1e-12      # J unscreened by parity
print(f'H2 STO-3G, RHF energies, R = {R} bohr')
for lab, x in [('gap d', d), ('J', J), ('K', K), ('w screened', w),
               ('A_S', d + 2 * K - J), ('B_S', 2 * K - w), ('A_T', d - J), ('B_T', -w),
               ('Omega_S', np.sqrt((d + 2 * K - J) ** 2 - (2 * K - w) ** 2)),
               ('Omega_T', np.sqrt((d - J) ** 2 - w ** 2))]:
    show(lab, x)
paths = {'direct': (0.0, lambda l: 0.0, lambda l: 0.0),
         'bare': (J, lambda l: l * K, lambda l: K),
         'fixed': (J, lambda l: l * w, lambda l: w),
         'rescreened': (J, lambda l: l * K * d / (d + 4 * l * K),
                        lambda l: K * d * d / (d + 4 * l * K) ** 2)}
res = {}
for m in MODES:
    Jm, wf, dw = paths[m]
    tr, ac = e_trace(sy, m), e_ac_frequency(sy, m)
    assert abs(tr.imag) < 1e-12
    tr = tr.real
    ts, tt, acm = model(d, K, Jm, wf)
    ev, em = coupling_integrals(sy, m)
    assert abs(ts + tt - tr) < 1e-10 and abs(acm - ac) < 1e-9
    assert abs(ev - ac) < 1e-9 and abs(em - tr) < 1e-9
    def part(afun, bfun):
        def f(l):
            x, y = xy(afun(l), bfun(l))
            return -(Jm * y * y + dw(l) * x * y)
        return integ(f)
    ds = part(lambda l: d + l * (2 * K - Jm), lambda l: 2 * l * K - wf(l))
    dt = 3 * part(lambda l: d - l * Jm, lambda l: -wf(l))
    assert abs(ds + dt - (tr - ac)) < 1e-9
    res[m] = (tr, ac)
    print(f'{m}: E_tr={tr:.6f} (S {ts.real:.6f}, 3T {tt.real:.6f}) E_ac={ac:.6f} Ha')
    print(f'{m}: D={tr - ac:.6f} (S {ds:.6f}, 3T {dt:.6f}) Ha, E_tr/E_ac={tr / ac:.4f}')
assert abs(res['direct'][0] - res['direct'][1]) < 1e-9
for m in MODES[1:]:
    assert abs(res[m][0] - res[m][1]) > 1e-3
    assert abs(res[m][0] / res[m][1] - 2) > 1e-2
assert abs(res['fixed'][1] - res['rescreened'][1]) > 1e-4
show('E_ac rescreened - fixed', res['rescreened'][1] - res['fixed'][1])
show('fixed E_tr', res['fixed'][0] * EV, 'eV', 4)
show('fixed E_ac', res['fixed'][1] * EV, 'eV', 4)
show('fixed D', (res['fixed'][0] - res['fixed'][1]) * EV, 'eV', 4)
emp2 = mp.MP2(mf).kernel()[0]
assert abs(emp2 + K * K / (2 * d)) < 1e-9
show('MP2 correlation', emp2)
show('FCI correlation', fci.FCI(mf).kernel()[0] - mf.e_tot)

# ---- instabilities on stretching
def margin(r, sign, screen=True):
    _, dd, JJ, KK = h2(r)
    return dd - JJ + sign * (KK * dd / (dd + 4 * KK) if screen else KK)
rb = brentq(margin, 1.4, 8.0, args=(-1, False))
rt = brentq(margin, 1.4, 8.0, args=(-1,))
rs = brentq(margin, 1.4, 8.0, args=(1,))
assert rb < rt < rs
assert abs(e_trace(h2(rt - 0.02)[0], 'fixed').imag) < 1e-10
assert e_trace(h2(rt + 0.02)[0], 'fixed').imag > 1e-3
rm = 0.5 * (rt + rs)
sm, dm, Jm_, Km = h2(rm)
wm = Km * dm / (dm + 4 * Km)
ts, tt, acm = model(dm, Km, Jm_, lambda l: l * wm)
trm = e_trace(sm, 'fixed')
assert abs(trm - ts - tt) < 1e-9 and trm.imag > 1e-3
assert abs(e_ac_frequency(sm, 'fixed') - acm) < 1e-7
show('R triplet instability, bare', rb, 'bohr', 4)
show('R triplet instability, screened', rt, 'bohr', 4)
show('R singlet instability, screened', rs, 'bohr', 4)
print(f'R={rm:.4f} bohr: d={dm:.6f} J={Jm_:.6f} K={Km:.6f} w={wm:.6f} Ha')
print(f'  E_tr={trm.real:.6f}+{trm.imag:.6f}i Ha, E_ac={acm:.6f} Ha')

# ---- symbolic expansion in the interaction strength t
t, Ks, Js, ws = sp.symbols('t K J w', real=True)
ds_ = sp.Symbol('d', positive=True)
aS, bS, aT, bT = ds_ + t * (2 * Ks - Js), t * (2 * Ks - ws), ds_ - t * Js, -t * ws
ftr = (sp.sqrt(aS**2 - bS**2) - aS) / 2 + 3 * (sp.sqrt(aT**2 - bT**2) - aT) / 2
fac = sp.sqrt((aS - bS) / (aS + bS)) - 1
coef = lambda f, n: sp.expand(sp.simplify(sp.diff(f, t, n).subs(t, 0)) / sp.factorial(n))
T = {n: coef(ftr, n) for n in (2, 3, 4)}
C = {n: sp.expand(Ks * coef(fac, n - 1) / n) for n in (2, 3, 4)}
D = {n: sp.expand(T[n] - C[n]) for n in (2, 3, 4)}
assert sp.expand(T[2] + (Ks**2 - Ks * ws + ws**2) / ds_) == 0
assert sp.expand(C[2] + Ks * (2 * Ks - ws) / (2 * ds_)) == 0
assert sp.expand(D[2] - ws * (Ks - 2 * ws) / (2 * ds_)) == 0
assert sp.expand(D[3].subs(ws, 0) + Ks**2 * Js / (3 * ds_**2)) == 0
assert sp.expand(D[3].subs(ws, Ks / 2) + Ks**2 * (Ks + Js) / (4 * ds_**2)) == 0
d4 = sp.expand(D[4].subs({ws: Ks / 2, Js: -Ks}))
assert sp.expand(d4 + 3 * Ks**4 / (32 * ds_**3)) == 0
u = {n: D[n].subs({Ks: 1, ds_: 1}) for n in D}
common = [(w0, j0) for w0 in sp.solve(u[2], ws) for j0 in sp.solve(u[3].subs(ws, w0), Js)
          if u[4].subs({ws: w0, Js: j0}) == 0]
assert common == [(0, 0)]
print('D2 =', sp.factor(D[2]))
print('D3(w=0) =', sp.factor(D[3].subs(ws, 0)))
print('D3(w=K/2) =', sp.factor(D[3].subs(ws, Ks / 2)))
print('D4(w=K/2,J=-K) =', d4)

# ---- caveats: accidental crossing, coupling-dependent gap
d0, K0, J0, dl = 1.0, 0.1, 0.1, 0.2
def diff(w0, eta=1.0):
    a, b, c = model(d0, eta * K0, eta * J0, lambda l: l * eta * w0)
    return (a + b).real - c
assert diff(0.025) > 0 > diff(0.05)
wx = brentq(diff, 0.025, 0.05, xtol=1e-14)
assert abs(diff(wx, 0.5)) > 1e-5
print(f'model d={d0} K={K0} J={J0} Ha: D=0 at w={wx:.6f} Ha')
print(f'  same ratios, interaction halved: D={diff(wx, 0.5):.3e} Ha')
trg = 0.5 * (np.sqrt((d0 + dl) * (d0 + dl + 4 * K0)) - (d0 + dl + 2 * K0))
acg = K0 * integ(lambda l: np.sqrt((d0 + l * dl) / (d0 + l * dl + 4 * l * K0)) - 1)
pred = dl * integ(lambda l: xy(d0 + l * dl + 2 * l * K0, 2 * l * K0)[1] ** 2)
assert abs(trg - acg - pred) < 1e-10 and pred > 1e-4
print(f'direct, gap {d0}+{dl}*lam Ha, K={K0} Ha: E_tr={trg:.6f} E_ac={acg:.6f} Ha')
show('  D', trg - acg)

# ---- beyond two levels: water, STO-3G
hy, hz = 1.43, 1.11
mw = rhf([('O', (0, 0, 0)), ('H', (0, hy, hz)), ('H', (0, -hy, hz))])
sw = spin_system(mw.mo_energy, to_mo(mw.mol, mw.mo_coeff), mw.mol.nelectron)
print(f'H2O STO-3G, O at origin, H at (0,+-{hy},{hz}) bohr')
for m in MODES:
    tr = e_trace(sw, m)
    ev, em = coupling_integrals(sw, m)
    assert abs(tr.imag) < 1e-10 and abs(tr.real - em) < 1e-8
    if m in ('direct', 'fixed'):
        assert abs(e_ac_frequency(sw, m) - ev) < 1e-8
    assert (abs(tr.real - ev) < 1e-8) if m == 'direct' else (abs(tr.real - ev) > 1e-3)
    print(f'{m}: E_tr={tr.real:.6f} E_ac={ev:.6f} Ha, ratio={tr.real / ev:.4f}')
mp2w = mp.MP2(mw).kernel()[0]
show('H2O MP2 correlation', mp2w)
eta = 0.01   # averaging +-eta removes odd orders; remaining error is O(eta^2)
for m in MODES[1:]:
    pair = [(sw[0], s * eta * sw[1], sw[2]) for s in (1, -1)]
    rtr = np.mean([e_trace(p, m).real for p in pair]) / (eta ** 2 * mp2w)
    rac = np.mean([coupling_integrals(p, m)[0] for p in pair]) / (eta ** 2 * mp2w)
    assert abs(rtr - 2) < 2e-3 and abs(rac - 1) < 1e-3
    print(f'{m}, eta={eta}: E_tr/MP2={rtr:.4f} E_ac/MP2={rac:.4f}')
print('all tests passed')
```

Output:

```
H2 STO-3G, RHF energies, R = 1.4 bohr
gap d = 1.248471 Ha
J = 0.663564 Ha
K = 0.181258 Ha
w screened = 0.114667 Ha
A_S = 0.947423 Ha
B_S = 0.247849 Ha
A_T = 0.584907 Ha
B_T = -0.114667 Ha
Omega_S = 0.914429 Ha
Omega_T = 0.573557 Ha
direct: E_tr=-0.020659 (S -0.020659, 3T 0.000000) E_ac=-0.020659 Ha
direct: D=-0.000000 (S -0.000000, 3T -0.000000) Ha, E_tr/E_ac=1.0000
bare: E_tr=-0.051941 (S -0.008750, 3T -0.043191) E_ac=-0.014911 Ha
bare: D=-0.037030 (S 0.006161, 3T -0.043191) Ha, E_tr/E_ac=3.4834
fixed: E_tr=-0.033522 (S -0.016497, 3T -0.017025) E_ac=-0.020042 Ha
fixed: D=-0.013480 (S 0.003545, 3T -0.017025) Ha, E_tr/E_ac=1.6726
rescreened: E_tr=-0.033522 (S -0.016497, 3T -0.017025) E_ac=-0.018738 Ha
rescreened: D=-0.014783 (S 0.002242, 3T -0.017025) Ha, E_tr/E_ac=1.7889
E_ac rescreened - fixed = 0.001303 Ha
fixed E_tr = -0.9122 eV
fixed E_ac = -0.5454 eV
fixed D = -0.3668 eV
MP2 correlation = -0.013158 Ha
FCI correlation = -0.020562 Ha
R triplet instability, bare = 2.1797 bohr
R triplet instability, screened = 2.5368 bohr
R singlet instability, screened = 3.3417 bohr
R=2.9393 bohr: d=0.551513 J=0.554255 K=0.233084 w=0.086632 Ha
  E_tr=-0.094638+0.129883i Ha, E_ac=-0.076773 Ha
D2 = -w*(-K + 2*w)/(2*d)
D3(w=0) = -J*K**2/(3*d**2)
D3(w=K/2) = -K**2*(J + K)/(4*d**2)
D4(w=K/2,J=-K) = -3*K**4/(32*d**3)
model d=1.0 K=0.1 J=0.1 Ha: D=0 at w=0.039676 Ha
  same ratios, interaction halved: D=4.969e-05 Ha
direct, gap 1.0+0.2*lam Ha, K=0.1 Ha: E_tr=-0.007180 E_ac=-0.007583 Ha
  D = 0.000403 Ha
H2O STO-3G, O at origin, H at (0,+-1.43,1.11) bohr
direct: E_tr=-0.052356 E_ac=-0.052356 Ha, ratio=1.0000
bare: E_tr=-0.130315 E_ac=-0.038544 Ha, ratio=3.3809
fixed: E_tr=-0.079804 E_ac=-0.049046 Ha, ratio=1.6271
rescreened: E_tr=-0.079804 E_ac=-0.046376 Ha, ratio=1.7208
H2O MP2 correlation = -0.035577 Ha
bare, eta=0.01: E_tr/MP2=2.0000 E_ac/MP2=1.0000
fixed, eta=0.01: E_tr/MP2=2.0001 E_ac/MP2=1.0000
rescreened, eta=0.01: E_tr/MP2=2.0001 E_ac/MP2=1.0000
all tests passed
```
